# The closed-shell MP2 gradient from a Lagrangian: a program that tests the result

```python
# Closed-shell MP2 gradient from a Lagrangian with Brillouin and
# orthonormality constraints.  Result under test:
#   dE/dx = Vnn^x + sum D h^x - sum W S^x + sum Gamma (mn|ls)^x
# D: relaxed one-particle density, W: energy-weighted density,
# Gamma: two-particle density, h: core Hamiltonian, S: overlap.
# t[i,a,j,b]: MP2 amplitudes, tau = 2 t - (t with a,b exchanged),
# P: correlation part of D in the orbital basis; its virtual-occupied
# block is z/2, where z multiplies the Brillouin condition F_ai = 0.
# Hartree atomic units are used throughout.
import numpy as np
from scipy.linalg import eigh
from scipy import constants
from pyscf import gto, scf, mp

rng = np.random.default_rng(7)


def integrals(coords):
    mol = gto.M(atom=[[s, tuple(r)] for s, r in zip("OHH", coords)],
                unit="Bohr", basis="cc-pvdz", verbose=0)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return mol, h, mol.intor("int1e_ovlp"), mol.intor("int2e"), mol.energy_nuc()


def field(density, g):
    """Coulomb minus half exchange of a spin-summed density."""
    coulomb = np.tensordot(g, density, axes=2)
    exchange = np.tensordot(g, density, axes=([1, 3], [0, 1]))
    return coulomb - 0.5 * exchange


def transform(g, *coefficients):
    for c in coefficients:
        g = np.tensordot(g, c, axes=(0, 0))
    return g


def swap_virtuals(x):
    return x.transpose(0, 3, 2, 1)


def solve_rhf(h, S, g, guess):
    """RHF from bare matrices, with DIIS extrapolation."""
    def occupied_density(F):
        c = eigh(F, S)[1][:, :nocc]
        return 2 * c @ c.T
    D = occupied_density(h + field(guess, g))
    focks, errors = [], []
    for _ in range(150):
        F = h + field(D, g)
        err = F @ D @ S - S @ D @ F
        if abs(err).max() < 1e-10:
            eps, C = eigh(F, S)
            return 0.5 * np.sum(D * (h + F)), eps, C
        focks = (focks + [F])[-8:]
        errors = (errors + [err.ravel()])[-8:]
        E = np.array(errors)
        norms = np.linalg.norm(E, axis=1)
        E = E / norms[:, None]
        w = np.linalg.lstsq(E @ E.T, 1 / norms, rcond=None)[0] / norms
        w /= w.sum()
        D = occupied_density(sum(a * f for a, f in zip(w, focks)))
    raise RuntimeError("SCF not converged")


def pair_denominator(eps):
    eo, ev = eps[:nocc], eps[nocc:]
    d = eo[:, None] - ev[None, :]
    return d[:, :, None, None] + d[None, None, :, :]


def mp2_total(h, S, g, vnn=0.0):
    """Total MP2 energy from its textbook sum, after a new SCF."""
    e_rhf, eps, C = solve_rhf(h, S, g, guess_density)
    Co, Cv = C[:, :nocc], C[:, nocc:]
    K = transform(g, Co, Cv, Co, Cv)
    return vnn + e_rhf + np.sum(K * (2*K - swap_virtuals(K))
                                / pair_denominator(eps))


def slope(f, s):
    return (8 * (f(s) - f(-s)) - (f(2*s) - f(-2*s))) / (12 * s)


# ---------------------------------------------------------------- reference
R1, R2, angle = 2.0, 1.8, 105.0
th = np.radians(angle)
xyz = np.array([[0, 0, 0], [0, 0, R1], [R2*np.sin(th), 0, R2*np.cos(th)]])
mol, h, S, g, vnn = integrals(xyz)
nocc, nbas = mol.nelectron // 2, mol.nao
o, v = slice(0, nocc), slice(nocc, None)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
guess_density = mf.make_rdm1()
library_mp2 = mp.MP2(mf).run()
e_rhf, eps, C = solve_rhf(h, S, g, guess_density)
e_rhf += vnn
Co, Cv = C[:, o], C[:, v]
gmo = transform(g, C, C, C, C)
K = gmo[o, v, o, v]
t = K / pair_denominator(eps)
tau = 2*t - swap_virtuals(t)
e_corr = np.sum(tau * K)
e_mp2 = e_rhf + e_corr
assert abs(e_mp2 - library_mp2.e_tot) < 1e-7

# ------------------------------------------------------- density construction
P_unrelaxed = np.zeros((nbas, nbas))
P_unrelaxed[o, o] = -2 * np.einsum("iakb,jakb->ij", tau, t)
P_unrelaxed[v, v] = 2 * np.einsum("iajc,ibjc->ab", tau, t)
Y = np.zeros((nbas, nbas))
Y[:, o] = 4 * np.einsum("iajb,rajb->ri", tau, gmo[:, v, o, v])
Y[:, v] = 4 * np.einsum("iajb,rijb->ra", tau, gmo[:, o, o, v])


def orbital_slope(P, Y):
    """Derivative of the energy functional for C -> C(1+X), matrix A."""
    A = 2 * eps[:, None] * P + Y
    A[:, o] += 4 * (np.diag(eps) + field(P, gmo))[:, o]
    return A


nvir = nbas - nocc
hessian = (4 * gmo[v, o, v, o] - gmo[v, v, o, o].transpose(0, 2, 1, 3)
           - gmo[v, o, o, v].transpose(0, 2, 3, 1)).reshape(nvir*nocc, -1)
hessian = hessian + np.diag((eps[v][:, None] - eps[o][None, :]).ravel())
rhs = 0.5 * (Y[o, v].T - Y[v, o]) - 2 * field(P_unrelaxed, gmo)[v, o]
P_vo = np.linalg.solve(hessian, rhs.ravel()).reshape(nvir, nocc)
z = 2 * P_vo
P = P_unrelaxed.copy()
P[v, o], P[o, v] = P_vo, P_vo.T


def densities(P, Y, tau):
    """AO densities D, W and permutation-symmetrized Gamma."""
    A = orbital_slope(P, Y)
    W = C @ (A + A.T) @ C.T / 4
    D0, P_ao = 2 * Co @ Co.T, C @ P @ C.T
    left = 0.5 * D0 + P_ao
    G = (np.einsum("mn,ls->mnls", left, D0)
         - 0.5 * np.einsum("ml,ns->mnls", left, D0)
         + 2 * transform(tau, Co.T, Cv.T, Co.T, Cv.T))
    for perm in ((1, 0, 2, 3), (0, 1, 3, 2), (2, 3, 0, 1)):
        G = 0.5 * (G + G.transpose(perm))
    return D0 + P_ao, W, G


D, W, Gamma = densities(P, Y, tau)
dens_rhf = densities(0*P, 0*Y, 0*tau)
dens_noz = densities(P_unrelaxed, Y, tau)

# --------------------------------------------- symmetry of the orbital slope
A_noz, A_full = orbital_slope(P_unrelaxed, Y), orbital_slope(P, Y)
skew_noz, skew_full = A_noz - A_noz.T, A_full - A_full.T
assert abs(skew_noz[o, o]).max() < 1e-7 and abs(skew_noz[v, v]).max() < 1e-7
assert abs(skew_noz[v, o]).max() > 1e-3
assert abs(skew_full).max() < 1e-7


# ------------------------------------------- Lagrangian from its definition
def lagrangian(C, t, z, W_mo, h, S, g, vnn):
    Co, Cv = C[:, :nocc], C[:, nocc:]
    D0 = 2 * Co @ Co.T
    F_ao = h + field(D0, g)
    F = C.T @ F_ao @ C
    Foo, Fvv = F[o, o], F[v, v]
    tau = 2*t - swap_virtuals(t)
    fock_t = (np.einsum("ac,icjb->iajb", Fvv, t)
              + np.einsum("bc,iajc->iajb", Fvv, t)
              - np.einsum("ik,kajb->iajb", Foo, t)
              - np.einsum("jk,iakb->iajb", Foo, t))
    pair = np.sum(tau * (2 * transform(g, Co, Cv, Co, Cv) + fock_t))
    return (vnn + 0.5 * np.sum(D0 * (h + F_ao)) + pair + np.sum(z * F[v, o])
            - np.sum(W_mo * (C.T @ S @ C - np.eye(nbas))))


W_mo = C.T @ S @ W @ S @ C
here = (h, S, g, vnn)
assert abs(lagrangian(C, t, z, W_mo, *here) - e_mp2) < 1e-8
X = rng.uniform(-1, 1, (nbas, nbas))
dt = rng.uniform(-1, 1, t.shape)
dt += dt.transpose(2, 3, 0, 1)
slope_C = slope(lambda s: lagrangian(C + s*C@X, t, z, W_mo, *here), 1e-2)
slope_C_noz = slope(lambda s: lagrangian(C + s*C@X, t, 0*z, W_mo, *here), 1e-2)
slope_t = slope(lambda s: lagrangian(C, t + s*dt, z, W_mo, *here), 1e-2)
assert abs(slope_C) < 1e-6 and abs(slope_t) < 1e-6
assert abs(slope_C_noz) > 1e-3

# --------------------- each density alone, by perturbing one kind of integral
def random_symmetric():
    q = rng.uniform(-1, 1, (nbas, nbas)) / nbas
    return S @ C @ (q + q.T) @ C.T @ S / 2


M1, M2, M3 = (random_symmetric() for _ in range(3))
MM = np.einsum("mn,ls->mnls", M3, M3)
responses = [
    ("h, density D", np.sum(D*M1), slope(lambda s: mp2_total(h+s*M1, S, g), 2e-3)),
    ("S, density W", -np.sum(W*M2), slope(lambda s: mp2_total(h, S+s*M2, g), 2e-3)),
    ("g, density Gamma", np.sum(Gamma*MM),
     slope(lambda s: mp2_total(h, S, g+s*MM), 2e-3))]
for _, formula, numeric in responses:
    assert abs(formula - numeric) < 2e-7

# ------------------------------------------------------------- sum rules
one, two, trW = np.sum(D*h), np.sum(Gamma*g), np.sum(W*S)
assert abs(vnn + one + two - e_mp2) < 1e-8
assert abs(trW - one - 2*two) < 1e-6
assert abs(np.sum(D*S) - mol.nelectron) < 1e-9


# ------------------------------------------------------- nuclear gradient
d_core = mol.intor("int1e_ipkin") + mol.intor("int1e_ipnuc")
d_over = mol.intor("int1e_ipovlp")
d_eri = mol.intor("int2e_ip1")
charges = mol.atom_charges()


def gradient_parts(D, W, G):
    """Nuclear, one-electron, overlap and two-electron parts."""
    parts = np.zeros((4, 3, 3))
    for A, (p0, p1) in enumerate(mol.aoslice_by_atom()[:, 2:]):
        for B in range(3):
            if B != A:
                r = xyz[A] - xyz[B]
                parts[0, A] -= charges[A]*charges[B]*r/np.linalg.norm(r)**3
        with mol.with_rinv_at_nucleus(A):
            dh = -charges[A] * mol.intor("int1e_iprinv")
        dh[:, p0:p1] -= d_core[:, p0:p1]
        parts[1, A] = 2 * np.einsum("xmn,mn->x", dh, D)
        parts[2, A] = 2 * np.einsum("xmn,mn->x", d_over[:, p0:p1], W[p0:p1])
        parts[3, A] = -4 * np.tensordot(d_eri[:, p0:p1], G[p0:p1], axes=4)
    return parts


parts_mp2 = gradient_parts(D, W, Gamma)
parts_rhf = gradient_parts(*dens_rhf)
grad = parts_mp2.sum(axis=0)
grad_noz = gradient_parts(*dens_noz).sum(axis=0)
numeric_grad = np.zeros((3, 3))
for A in range(3):
    for x in range(3):
        unit = np.zeros((3, 3))
        unit[A, x] = 1.0
        numeric_grad[A, x] = slope(
            lambda s: mp2_total(*integrals(xyz + s*unit)[1:]), 5e-3)
grad_error = abs(grad - numeric_grad).max()
assert grad_error < 5e-7
assert abs(grad.sum(axis=0)).max() < 1e-7

# ----------------- the z = 0 gradient: orbitals carried without response
stretch = np.zeros((3, 3))
stretch[1, 2] = 1.0


def carried(s, z):
    _, h1, S1, g1, v1 = integrals(xyz + s*stretch)
    w, U = np.linalg.eigh(C.T @ S1 @ C)
    return lagrangian(C @ (U / np.sqrt(w)) @ U.T, t, z, 0*W_mo, h1, S1, g1, v1)


path_noz = slope(lambda s: carried(s, 0*z), 5e-3)
path_z = slope(lambda s: carried(s, z), 5e-3)
assert abs(path_noz - grad_noz[1, 2]) < 5e-7
assert abs(path_z - grad[1, 2]) < 5e-7
assert abs(grad_noz[1, 2] - numeric_grad[1, 2]) > 1e-4

# ------------------------------------------------------------ dipole moment
z_int = mol.intor("int1e_r")[2]
nuclear_dipole = charges @ xyz[:, 2]
dip_rhf, dip_noz, dip = (nuclear_dipole - np.sum(d*z_int)
                         for d in (dens_rhf[0], dens_noz[0], D))
dip_field = nuclear_dipole - slope(lambda s: mp2_total(h+s*z_int, S, g), 1e-3)
assert abs(dip - dip_field) < 5e-7 and abs(dip_noz - dip_field) > 1e-3

# ------------------------------------------------------------------ output
occ0 = np.diag([2.0]*nocc + [0.0]*nvir)
n_rel = np.linalg.eigvalsh(occ0 + P)
n_unrel = np.linalg.eigvalsh(occ0 + P_unrelaxed)
nN = constants.physical_constants["atomic unit of force"][0] * 1e9
print(f"Water, cc-pVDZ: R1 = {R1} bohr, R2 = {R2} bohr, angle = {angle} deg")
print(f"basis functions {nbas}, occupied {nocc}, virtual {nvir}, z unknowns {z.size}")
print(f"RHF energy               {e_rhf:.8f} hartree")
print(f"MP2 correlation energy   {e_corr:.8f} hartree")
print(f"MP2 total energy         {e_mp2:.8f} hartree")
print(f"trace P occupied {np.trace(P[o, o]):.6f}, virtual {np.trace(P[v, v]):.6f}")
print(f"largest |z_ai|           {abs(z).max():.6f}")
print(f"largest |A_ai - A_ia|, z = 0: {abs(skew_noz[v, o]).max():.6f} hartree")
print(f"largest |A_pq - A_qp|, z solved: {abs(skew_full).max():.1e} hartree")
print(f"slope of L, random orbital change: {slope_C:.1e} hartree")
print(f"same with z removed:     {slope_C_noz:.6f} hartree")
print(f"slope of L, random amplitude change: {slope_t:.1e} hartree")
print("Energy assembly (hartree):")
print(f"  Vnn {vnn:.8f}, Tr Dh {one:.8f}, Gamma.g {two:.8f}")
print(f"  Tr WS {trW:.8f}, Tr Dh + 2 Gamma.g {one + 2*two:.8f}")
print("Response to one changed integral type (hartree): formula, numeric")
for name, formula, numeric in responses:
    print(f"  {name:17s} {formula:.8f} {numeric:.8f}")
print("dE/dR1 parts (hartree/bohr): RHF, MP2, difference")
for k, name in enumerate(("nuclear", "one-electron", "overlap", "two-electron")):
    a, b = parts_rhf[k, 1, 2], parts_mp2[k, 1, 2]
    print(f"  {name:13s} {a:.8f} {b:.8f} {b-a:.8f}")
a, b = parts_rhf[:, 1, 2].sum(), grad[1, 2]
print(f"  {'sum':13s} {a:.8f} {b:.8f} {b-a:.8f}")
print(f"dE/dR1 finite difference {numeric_grad[1, 2]:.8f} hartree/bohr")
print(f"dE/dR1 with z = 0        {grad_noz[1, 2]:.8f} hartree/bohr")
print(f"sum z dF/dR1 on path     {path_z - path_noz:.8f} hartree/bohr")
print(f"MP2 dE/dR1               {b*nN:.4f} nN")
print("MP2 gradient x, y, z (hartree/bohr):")
for name, row in zip(("O", "H1", "H2"), grad + 0.0):
    print(f"  {name:3s}" + "".join(f"{q:13.8f}" for q in row))
print(f"largest deviation from finite differences {grad_error:.1e} hartree/bohr")
print("Dipole component along O-H1 (e bohr):")
print(f"  RHF {dip_rhf:.6f}, MP2 unrelaxed {dip_noz:.6f}")
print(f"  MP2 relaxed {dip:.6f}, finite field {dip_field:.6f}")
print(f"occupations, unrelaxed: max {n_unrel[-1]:.6f}, min {n_unrel[0]:.6f}")
print(f"occupations, relaxed:   max {n_rel[-1]:.6f}, min {n_rel[0]:.6f}")
print("OK")
```

Output:

```
Water, cc-pVDZ: R1 = 2.0 bohr, R2 = 1.8 bohr, angle = 105.0 deg
basis functions 24, occupied 5, virtual 19, z unknowns 95
RHF energy               -76.01602402 hartree
MP2 correlation energy   -0.20721389 hartree
MP2 total energy         -76.22323791 hartree
trace P occupied -0.105782, virtual 0.105782
largest |z_ai|           0.034885
largest |A_ai - A_ia|, z = 0: 0.058897 hartree
largest |A_pq - A_qp|, z solved: 1.1e-16 hartree
slope of L, random orbital change: -3.0e-11 hartree
same with z removed:     -0.005207 hartree
slope of L, random amplitude change: 5.9e-14 hartree
Energy assembly (hartree):
  Vnn 8.77587754, Tr Dh -122.20269665, Gamma.g 37.20358120
  Tr WS -47.79553425, Tr Dh + 2 Gamma.g -47.79553425
Response to one changed integral type (hartree): formula, numeric
  h, density D      0.19095980 0.19095980
  S, density W      1.19298956 1.19298956
  g, density Gamma  -0.00523523 -0.00523523
dE/dR1 parts (hartree/bohr): RHF, MP2, difference
  nuclear       -2.08977565 -2.08977565 0.00000000
  one-electron  5.58252801 5.50835141 -0.07417660
  overlap       -0.34453828 -0.33609498 0.00844329
  two-electron  -3.05668393 -3.00903605 0.04764788
  sum           0.09153016 0.07344473 -0.01808543
dE/dR1 finite difference 0.07344473 hartree/bohr
dE/dR1 with z = 0        0.05980607 hartree/bohr
sum z dF/dR1 on path     0.01363866 hartree/bohr
MP2 dE/dR1               6.0509 nN
MP2 gradient x, y, z (hartree/bohr):
  O     0.02145607  -0.00000000  -0.06950577
  H1   -0.00683099   0.00000000   0.07344473
  H2   -0.01462508  -0.00000000  -0.00393896
largest deviation from finite differences 2.8e-10 hartree/bohr
Dipole component along O-H1 (e bohr):
  RHF 0.522706, MP2 unrelaxed 0.513940
  MP2 relaxed 0.493067, finite field 0.493067
occupations, unrelaxed: max 1.999910, min 0.000050
occupations, relaxed:   max 1.999910, min 0.000025
OK
```
